# Density Cutoff and Multigrid Assignment for Gaussian Products: test program

```python
"""Gaussian and plane-wave method: cutoff and multigrid rule for Gaussian products.

Result under test: a product Gaussian exp(-p r^2) needs the density cutoff
E_c = 2 p ln(1/eps) (atomic units, E = G^2/2), and placing it on the coarsest
grid that meets this cutoff keeps its number of grid points between N0 and
alpha^(3/2) N0, with N0 = 32/(3 pi^2) [ln(1/delta) ln(1/eps)]^(3/2).
Symbols: p = sum of two primitive exponents; eps = relative Fourier amplitude
at the cutoff; delta = relative value at the edge of the real-space support;
alpha = ratio of successive grid cutoffs; h = grid spacing, E = pi^2/(2 h^2).
Lengths are in angstrom and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.fft import fftn
from scipy.integrate import quad
from scipy.special import (erfc, erfcinv, gammainc, gammaincc, gammainccinv,
                           spherical_jn)

bohr = sc.physical_constants["Bohr radius"][0] * 1e10
hartree = sc.physical_constants["Hartree energy in eV"][0]
hbar2_over_m = hartree * bohr**2      # eV angstrom^2
coulomb = hartree * bohr              # eV angstrom

eps, delta, alpha = 1e-5, 1e-5, 3.0
exponents = [20.0, 5.0, 1.25, 0.4]
bond, box = 1.2, 8.0
volume = box**3
kappa = 2 * np.log(1 / eps)
n_levels = 4

# ---- product theorem, checked pointwise in three dimensions
rng = np.random.default_rng(1)
points = rng.uniform(-1, 1, (20, 3))
cen_a, cen_b = np.array([0.1, -0.3, 0.2]), np.array([-0.4, 0.5, 0.6])
a, b = 1.25, 0.4
direct = np.exp(-a * ((points - cen_a)**2).sum(1) - b * ((points - cen_b)**2).sum(1))
cen_p = (a * cen_a + b * cen_b) / (a + b)
pref = np.exp(-a * b / (a + b) * ((cen_a - cen_b)**2).sum())
merged = pref * np.exp(-(a + b) * ((points - cen_p)**2).sum(1))
assert np.allclose(direct, merged, rtol=1e-12)

# ---- proportionality for each angular momentum: numerical Bessel transform
eta = 1e-6
node, weight = np.polynomial.legendre.leggauss(600)
r, wr = 4 * (node + 1), 4 * weight
node_g, weight_g = np.polynomial.legendre.leggauss(80)
ratio_l = {}
for l in (0, 2, 4):
    ratio_l[l] = gammainccinv(l + 1.5, eta)
    for p in (0.8, 5.0, 40.0):
        f = r**l * np.exp(-p * r**2)
        g_cut = np.sqrt(2 * ratio_l[l] * p)
        half = 4 * np.sqrt(p)
        g, wg = g_cut + half * (node_g + 1), half * weight_g
        transform = spherical_jn(l, np.outer(g, r)) @ (wr * r**2 * f)
        tail = 2 / np.pi * np.sum(wg * g**2 * transform**2)
        fraction = tail / np.sum(wr * r**2 * f**2)
        assert abs(fraction / eta - 1) < 1e-5

# ---- missing Hartree energy of a unit Gaussian charge (lengths cancel units)
for p in (0.8, 40.0):
    x = 2.0
    full = quad(lambda s: gammainc(1.5, p * s * s) * 4 * np.pi * s
                * (p / np.pi)**1.5 * np.exp(-p * s * s), 0, 8 / np.sqrt(p))[0]
    kept = quad(lambda g: np.exp(-g * g / (2 * p)) / np.pi, 0, np.sqrt(2 * x * p))[0]
    formula = np.sqrt(p / (2 * np.pi)) * erfc(np.sqrt(x))
    assert abs((full - kept) / formula - 1) < 1e-6
abs_target = 1e-3
abs_ratio = {p: erfcinv(abs_target / (coulomb * np.sqrt(p / (2 * np.pi))))**2
             for p in (0.8, 40.0)}

# ---- grids and level assignment (level 0 is the finest)
p_max = 2 * max(exponents)
cut_au = kappa * p_max / alpha**np.arange(n_levels + 1)   # G^2/2 in 1/angstrom^2
spacing = np.pi / np.sqrt(2 * cut_au)


def level_of(p):
    return int(np.floor(np.log(cut_au[0] / (kappa * p)) / np.log(alpha) + 1e-12))


def sampling_error(p, h, n=400):
    """Largest relative Fourier error of a Gaussian sampled with spacing h."""
    x = (np.arange(n) - n // 2) * h
    coef = np.fft.fft(np.fft.ifftshift(np.exp(-p * x**2))).real * h
    g = 2 * np.pi * np.fft.fftfreq(n, h)
    exact = np.sqrt(np.pi / p) * np.exp(-g**2 / (4 * p))
    return np.max(np.abs(coef - exact)) / np.sqrt(np.pi / p)


products = sorted({round(u + v, 10) for u in exponents for v in exponents}, reverse=True)
for p in products:
    passing = [i for i in range(n_levels + 1)
               if sampling_error(p, spacing[i]) <= eps * (1 + 1e-6)]
    assert max(passing) == level_of(p)
edge_error = sampling_error(p_max, spacing[0])
assert abs(edge_error / eps - 1) < 1e-6


# ---- points per Gaussian, counted explicitly
def count_points(p, h):
    radius = np.sqrt(np.log(1 / delta) / p) / h
    m = int(np.ceil(radius)) + 1
    i = np.arange(-m, m + 1)
    d2 = ((i + 0.3)**2)[:, None, None] + ((i + 0.1)**2)[:, None] + (i + 0.45)**2
    return int(np.count_nonzero(d2 <= radius**2))


n0 = 32 / (3 * np.pi**2) * (np.log(1 / delta) * np.log(1 / eps))**1.5
for p in products:
    matched = np.pi / np.sqrt(2 * kappa * p)
    assert abs(count_points(p, matched) / n0 - 1) < 0.05   # lattice-count noise
    n_multi = count_points(p, spacing[level_of(p)])
    assert 0.95 * n0 < n_multi < 1.05 * alpha**1.5 * n0
    n_single = count_points(p, spacing[0])
    assert abs(n_single / (n0 * (p_max / p)**1.5) - 1) < 0.05
samples = p_max * alpha**(-3 * (np.arange(300) + 0.5) / 300)
mean_count = np.mean([count_points(p, spacing[level_of(p)]) for p in samples])
mean_formula = n0 * (alpha**1.5 - 1) / (1.5 * np.log(alpha))
assert abs(mean_count / mean_formula - 1) < 0.02

# ---- two-centre, two-electron density as a list of product Gaussians
functions = [(e, x0) for x0 in (-bond / 2, bond / 2) for e in exponents]
pairs = []
for i, (ea, xa) in enumerate(functions):
    for j, (eb, xb) in enumerate(functions[:i + 1]):
        p = ea + eb
        c = (4 * ea * eb / np.pi**2)**0.75 * np.exp(-ea * eb / p * (xa - xb)**2)
        pairs.append([c * (1 if i == j else 2), p, (ea * xa + eb * xb) / p])
norm = sum(c * (np.pi / p)**1.5 for c, p, _ in pairs)
pairs = [(2 * c / norm, p, x0) for c, p, x0 in pairs]


def odd_size(h):
    n = int(np.ceil(box / h))
    return n if n % 2 else n + 1


sizes = [odd_size(h) for h in spacing]
n_ref = sizes[0] + 24


def modes(n):
    return np.rint(np.fft.fftfreq(n) * n).astype(int)


def periodic_gaussian(p, x0, x):
    return sum(np.exp(-p * (x - x0 - m * box)**2) for m in range(-3, 4))


def grid_coefficients(assign):
    """Collocate each product on its grid, transform, merge by zero padding."""
    total = np.zeros((n_ref,) * 3, complex)
    for level, n in enumerate(sizes):
        chosen = [q for q in pairs if assign(q[1]) == level]
        if not chosen:
            continue
        x = np.arange(n) * box / n
        rho = np.zeros((n,) * 3)
        for c, p, x0 in chosen:
            gy = periodic_gaussian(p, 0.0, x)
            rho += (c * periodic_gaussian(p, x0, x))[:, None, None] * np.outer(gy, gy)
        k = modes(n) % n_ref
        total[np.ix_(k, k, k)] += fftn(rho) / n**3
    return total


g_ref = 2 * np.pi * modes(n_ref) / box
reference = np.zeros((n_ref,) * 3, complex)
for c, p, x0 in pairs:
    gy = np.exp(-g_ref**2 / (4 * p))
    gx = c * (np.pi / p)**1.5 / volume * gy * np.exp(-1j * g_ref * x0)
    reference += gx[:, None, None] * np.outer(gy, gy)
g2 = (g_ref**2)[:, None, None] + (g_ref**2)[:, None] + g_ref**2
g2[0, 0, 0] = np.inf


def hartree_energy(coef):
    return 0.5 * coulomb * volume * np.sum(4 * np.pi * np.abs(coef)**2 / g2)


def density_error(coef):
    return np.linalg.norm(coef - reference) / np.linalg.norm(reference)


single = grid_coefficients(lambda p: 0)
e_ref, e_single, err_single = hartree_energy(reference), hartree_energy(single), density_error(single)
del single
multi = grid_coefficients(level_of)
e_multi, err_multi = hartree_energy(multi), density_error(multi)
electrons = multi[0, 0, 0].real * volume
del multi
coarse = grid_coefficients(lambda p: level_of(p) + 1)
e_coarse, err_coarse = hartree_energy(coarse), density_error(coarse)
del coarse

piece_norms = sum(abs(c) * (np.pi / (2 * p))**0.75 for c, p, _ in pairs)
total_norm = np.sqrt(volume) * np.linalg.norm(reference)
bound = np.sqrt(2 * gammaincc(1.5, kappa)) * piece_norms / total_norm
assert err_multi < bound
assert err_coarse > 100 * err_multi
assert abs(e_multi / e_ref - 1) < eps
assert abs(electrons - 2) < 2 * eps

work_single = sum(count_points(p, spacing[0]) for _, p, _ in pairs)
work_multi = sum(count_points(p, spacing[level_of(p)]) for _, p, _ in pairs)
assert work_multi < work_single
storage = sum(n**3 for n in sizes[:n_levels]) / sizes[0]**3

# ---- printed numbers
print(f"eps = {eps:.0e}, delta = {delta:.0e}, alpha = {alpha:.0f} (dimensionless)")
print(f"centre distance {bond} angstrom, cell edge {box} angstrom")
print(f"hbar^2/m = {hbar2_over_m:.4f} eV angstrom^2")
print(f"kappa = 2 ln(1/eps) = {kappa:.3f} (dimensionless)")
print(f"cutoff per exponent = {hbar2_over_m * kappa:.2f} eV angstrom^2")
print(f"finest cutoff = {hbar2_over_m * cut_au[0]:.1f} eV"
      f" = {cut_au[0] * bohr**2:.2f} hartree")
print(f"measured sampling error at matched cutoff = {edge_error:.4e} (relative)")
for l, x in ratio_l.items():
    print(f"l = {l}: E_c/p for lost norm fraction {eta:.0e} = {x:.3f} (atomic units)")
for p, x in abs_ratio.items():
    print(f"p = {p} angstrom^-2: E_c/p for 1 meV lost Hartree energy = {x:.3f} (a.u.)")
print(f"N0 = {n0:.0f} points, upper limit alpha^1.5 N0 = {alpha**1.5 * n0:.0f} points")
print(f"mean points: counted {mean_count:.0f}, formula {mean_formula:.0f}")
print("grid: cutoff (eV), ideal spacing (angstrom), points per edge used")
for i in range(n_levels):
    print(f"  {i + 1}: {hbar2_over_m * cut_au[i]:8.1f} {spacing[i]:8.4f} {sizes[i]:5d}")
print("p (angstrom^-2), needed cutoff (eV), grid, points multigrid, points finest grid")
for p in products:
    lev = level_of(p)
    print(f"  {p:6.2f} {hbar2_over_m * kappa * p:8.1f} {lev + 1:2d}"
          f" {count_points(p, spacing[lev]):6d} {count_points(p, spacing[0]):7d}")
print(f"number of distinct function pairs = {len(pairs)}")
print(f"total points, finest grid only = {work_single}")
print(f"total points, multigrid = {work_multi}")
print(f"work ratio = {work_single / work_multi:.1f}")
print(f"grid storage / finest grid: used {storage:.3f},"
      f" ideal limit {1 / (1 - alpha**-1.5):.3f}")
print(f"electrons on multigrid = {electrons:.8f}")
print(f"relative density error, finest grid only = {err_single:.2e}")
print(f"relative density error, multigrid = {err_multi:.2e} (bound {bound:.2e})")
print(f"relative density error, one grid too coarse = {err_coarse:.2e}")
print(f"Hartree energy, analytic coefficients = {e_ref:.5f} eV")
print(f"Hartree energy error, finest grid only = {e_single - e_ref:.2e} eV")
print(f"Hartree energy error, multigrid = {e_multi - e_ref:.2e} eV")
print(f"Hartree energy error, one grid too coarse = {e_coarse - e_ref:.2e} eV")
print("tests ok")
```

Running it gives:

```
eps = 1e-05, delta = 1e-05, alpha = 3 (dimensionless)
centre distance 1.2 angstrom, cell edge 8.0 angstrom
hbar^2/m = 7.6200 eV angstrom^2
kappa = 2 ln(1/eps) = 23.026 (dimensionless)
cutoff per exponent = 175.46 eV angstrom^2
finest cutoff = 7018.2 eV = 257.92 hartree
measured sampling error at matched cutoff = 1.0000e-05 (relative)
l = 0: E_c/p for lost norm fraction 1e-06 = 15.332 (atomic units)
l = 2: E_c/p for lost norm fraction 1e-06 = 20.261 (atomic units)
l = 4: E_c/p for lost norm fraction 1e-06 = 24.433 (atomic units)
p = 0.8 angstrom^-2: E_c/p for 1 meV lost Hartree energy = 6.941 (a.u.)
p = 40.0 angstrom^-2: E_c/p for 1 meV lost Hartree energy = 8.791 (a.u.)
N0 = 1649 points, upper limit alpha^1.5 N0 = 8570 points
mean points: counted 4199, formula 4200
grid: cutoff (eV), ideal spacing (angstrom), points per edge used
  1:   7018.2   0.0732   111
  2:   2339.4   0.1268    65
  3:    779.8   0.2196    37
  4:    259.9   0.3803    23
p (angstrom^-2), needed cutoff (eV), grid, points multigrid, points finest grid
   40.00   7018.2  1   1649    1649
   25.00   4386.4  1   3343    3343
   21.25   3728.4  1   4271    4271
   20.40   3579.3  1   4525    4525
   10.00   1754.6  2   2538   13186
    6.25   1096.6  2   5136   26700
    5.40    947.5  2   6398   33254
    2.50    438.6  3   3902  105553
    1.65    289.5  3   7303  196857
    0.80    140.4  4   4160  583076
number of distinct function pairs = 36
total points, finest grid only = 3186192
total points, multigrid = 160651
work ratio = 19.8
grid storage / finest grid: used 1.247, ideal limit 1.238
electrons on multigrid = 2.00000000
relative density error, finest grid only = 1.29e-06
relative density error, multigrid = 1.29e-06 (bound 5.30e-05)
relative density error, one grid too coarse = 5.51e-03
Hartree energy, analytic coefficients = 26.68357 eV
Hartree energy error, finest grid only = 1.61e-12 eV
Hartree energy error, multigrid = 6.55e-12 eV
Hartree energy error, one grid too coarse = 1.35e-04 eV
tests ok
```
